# Positive Definiteness of the PAW Overlap Operator and Truncated Datasets

In the projector augmented-wave (PAW) method a rapidly varying electron wave function is replaced by a smooth one, and atomic corrections restore what the smoothing removed. Because the smooth function has a different norm, the Kohn–Sham equation becomes a generalized eigenvalue problem,

\[
H|\tilde\psi\rangle=\varepsilon S|\tilde\psi\rangle ,
\]

and \(\langle\tilde\psi|S|\tilde\psi\rangle\) takes the place of the squared norm. It should be positive for every nonzero function. If it is negative for some function, that function cannot be normalized to \(+1\), and a Cholesky factorization of \(S\) fails in any basis that contains it.

At first sight this cannot happen. The all-electron function is \(|\psi\rangle=T|\tilde\psi\rangle\) with a linear operator \(T\), so its squared norm is \(\langle\tilde\psi|T^\dagger T|\tilde\psi\rangle\ge0\). The operator \(S\) used in practice, however, is built from finitely many partial waves and need not equal \(T^\dagger T\). Two questions follow: when is \(S\) positive definite, and how can positivity be lost?

## The operator and its matrices

Let \(|p_i\rangle\), \(i=1,\dots,N\), be square-integrable projectors. Collect them in the map

\[
Pc=\sum_i c_i|p_i\rangle ,\qquad (P^\dagger f)_i=\langle p_i|f\rangle .
\]

The overlap operator and the Gram matrix of the projectors are

\[
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|=1+PqP^\dagger ,\qquad C=P^\dagger P .
\]

The matrix \(q\) is Hermitian. Nothing else about it is needed for the criterion. Since \(c^\dagger Cc=\|Pc\|^2\ge0\), \(C\) has a non-negative square root \(C^{1/2}\). Define

\[
K=C^{1/2}qC^{1/2},
\]

with real eigenvalues \(\lambda\). The claim is

\[
S>0\quad\Longleftrightarrow\quad \text{every eigenvalue of }K\text{ satisfies }\lambda>-1 .
\]

The projectors may be linearly dependent, in which case \(C\) is singular. The index \(i\) may also run over several atoms, provided \(C\) contains all overlaps between their projectors.

## First derivation: the spectrum of S

Take orthonormal eigenvectors \(v_a\) of \(C\), with \(Cv_a=c_av_a\). For each \(c_a>0\) define

\[
|e_a\rangle=\frac{Pv_a}{\sqrt{c_a}} .
\]

These functions are orthonormal, because

\[
\langle e_a|e_b\rangle=\frac{v_a^\dagger P^\dagger Pv_b}{\sqrt{c_ac_b}}
=\frac{c_b\,\delta_{ab}}{\sqrt{c_ac_b}}=\delta_{ab}.
\]

If \(c_a=0\), then \(\|Pv_a\|^2=v_a^\dagger Cv_a=0\), so \(Pv_a=0\). Inserting \(\sum_a v_av_a^\dagger=1\) to the right of \(P\) therefore gives

\[
P=\sum_{c_a>0}|e_a\rangle\sqrt{c_a}\,v_a^\dagger .
\]

The functions \(|e_a\rangle\) span the range of \(P\). The correction in \(S\) becomes

\[
PqP^\dagger=\sum_{c_a,c_b>0}|e_a\rangle\,
\sqrt{c_a}\,v_a^\dagger q v_b\sqrt{c_b}\;\langle e_b| .
\]

Because \(C^{1/2}v_b=\sqrt{c_b}\,v_b\), the coefficient is \(v_a^\dagger Kv_b\). Hence

\[
\langle e_a|S|e_b\rangle=\delta_{ab}+v_a^\dagger Kv_b .
\]

On functions orthogonal to all projectors, \(P^\dagger f=0\) and \(Sf=f\). The spectrum of \(S\) thus consists of 1 on that complement and of \(1+\lambda\) on the range of \(P\), where \(\lambda\) runs over the eigenvalues of the block of \(K\) with \(c_a>0\).

The remaining eigenvectors of \(C\) have \(C^{1/2}v_a=0\), hence \(Kv_a=0\). They add only values \(\lambda=0\), which satisfy \(\lambda>-1\) and do not affect the condition. This proves the equivalence.

Since \(N\) is finite, positivity also comes with a positive lower bound: no eigenvalue of \(S\) lies below \(\min(1,1+\lambda_{\min})\). If \(\lambda_{\min}=-1\), \(S\) is singular and non-negative. If \(\lambda_{\min}<-1\), it is indefinite, since it still equals 1 on the complement.

## Second derivation: switching on the correction

The same criterion follows without constructing the spectrum. Let a real strength \(s\) run from 0 to 1 in

\[
S(s)=1+sPqP^\dagger=(1-s)\,1+sS .
\]

At \(s=0\) this is the identity. Positivity can be lost only through a value of \(s\) at which \(S(s)\) has a null vector, so we look for those values.

Suppose \(S(s)f=0\) with \(f\ne0\) and \(s>0\), and put \(c=P^\dagger f\). Then

\[
f=-sPqc .
\]

Here \(c\ne0\), since otherwise \(f=0\). Applying \(P^\dagger\) gives

\[
c=-sCqc\quad\Longrightarrow\quad Cqc=-\frac1s\,c .
\]

Conversely, let this equation hold with \(c\ne0\), and take \(f=Pqc\). Then \(P^\dagger f=Cqc=-c/s\ne0\), so \(f\ne0\), and

\[
S(s)f=Pqc+sPq(Cqc)=Pqc-Pqc=0 .
\]

Thus \(S(s)\) is singular precisely when \(-1/s\) is an eigenvalue of \(Cq\).

The nonzero eigenvalues of \(Cq\) are those of \(K\). To see this, write \(X=C^{1/2}\) and \(Y=C^{1/2}q\), so that \(Cq=XY\) and \(K=YX\). If \(XYv=\mu v\) with \(\mu\ne0\) and \(v\neq0\), then \(Yv\ne0\) and \(YX(Yv)=\mu Yv\). Exchanging \(X\) and \(Y\) gives the converse.

Now suppose \(S\) is not positive definite. On the complement of the range of \(P\), \(S(s)=1\), so the fault lies in that finite-dimensional range. There the lowest eigenvalue of \(S(s)\) is continuous in \(s\), starts at 1 and ends at or below zero. It vanishes at some \(0<s\le1\), and \(K\) then has an eigenvalue \(\lambda=-1/s\le-1\).

Suppose instead that \(K\) has an eigenvalue \(\lambda\le-1\). Then \(s=-1/\lambda\) lies in \((0,1]\), and \(S(s)\) has a null vector \(f\). Taking its expectation value,

\[
0=(1-s)\|f\|^2+s\langle f|S|f\rangle ,
\]

so

\[
\langle f|S|f\rangle=\left(1-\frac1s\right)\|f\|^2=(1+\lambda)\|f\|^2\le0 .
\]

Therefore \(S\) is not positive definite. Both directions are proved.

## What the two derivations assume

Both use a Hermitian \(q\), finitely many square-integrable projectors, and the identity as the operator to which the correction is added. Neither uses the origin of \(q\) in partial waves, the duality of projectors and pseudo waves, or the independence of the projectors.

The first needs the eigenvectors of \(C\) and returns the whole spectrum of \(S\), with multiplicities. It therefore also says how close a positive \(S\) is to being singular.

The second needs continuity of the lowest eigenvalue and the linear dependence of \(S(s)\) on \(s\). It can be carried out with \(Cq\), without a matrix square root, although \(Cq\) is generally not Hermitian. It returns the strength at which positivity is lost, \(s_c=-1/\lambda_{\min}\) for \(\lambda_{\min}<0\), and the argument extends to the eigenvalues. A null vector \(f\) of \(S(s)\) obeys \(PqP^\dagger f=-f/s\), so \(Sf=(1-1/s)f\). The same steps hold for any real \(s\ne0\), so the eigenvalues of \(S\) other than 1 are the numbers \(1+\mu\), with \(\mu\) a nonzero eigenvalue of \(Cq\).

## Why S can differ from the true squared norm

The PAW origin of \(q\) now matters. From here on there is one atom with one sphere. Atoms whose spheres do not overlap decouple, because \(C\) and \(q\) are then block-diagonal in the atoms; apart from one remark below, overlapping spheres are not covered by what follows. Let \(\phi_i\) be all-electron partial waves and \(\tilde\phi_i\) pseudo partial waves. The two agree outside an atomic sphere, the projectors vanish there, and inside the sphere

\[
\langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
\]

Let \(\Phi\) and \(\tilde\Phi\) be the maps whose columns are these waves, cut off at the sphere, and let \(D=\Phi-\tilde\Phi\). With \(G=\Phi^\dagger\Phi\) and \(\tilde G=\tilde\Phi^\dagger\tilde\Phi\),

\[
T=1+DP^\dagger ,\qquad q=G-\tilde G .
\]

Substituting \(\Phi=\tilde\Phi+D\) gives

\[
q=\tilde\Phi^\dagger D+D^\dagger\tilde\Phi+D^\dagger D .
\]

On the other hand,

\[
T^\dagger T=1+DP^\dagger+PD^\dagger+PD^\dagger DP^\dagger .
\]

The term with \(D^\dagger D\) cancels in the difference:

\[
\begin{aligned}
T^\dagger T-S&=(1-P\tilde\Phi^\dagger)DP^\dagger+PD^\dagger(1-\tilde\Phi P^\dagger)\\
&=R^\dagger DP^\dagger+PD^\dagger R,\qquad R=1-\tilde\Phi P^\dagger .
\end{aligned}
\]

\(Rf\) is the part of \(f\) that the pseudo-wave expansion leaves out. As \(D\) vanishes outside the sphere, only the part of \(Rf\) inside matters. If it is zero, then \(\langle f|S|f\rangle=\|Tf\|^2\ge0\). A function with negative \(\langle f|S|f\rangle\) must therefore have a nonzero remainder in the sphere.

Non-negativity of \(T^\dagger T\) needs no completeness. Strict positivity needs one more condition. If \(Tf=0\) with \(f\neq0\), then \(f=-Dc\) with \(c=P^\dagger f\ne0\), and applying \(P^\dagger\) gives \(c=-P^\dagger Dc\). Since \(P^\dagger D=P^\dagger\Phi-1\), this means \(P^\dagger\Phi c=0\). Conversely, such a \(c\ne0\) gives \(f=-Dc\) with \(P^\dagger f=c\) and \(Tf=0\). So \(T^\dagger T\) is positive definite if and only if \(\det(P^\dagger\Phi)\ne0\).

## A complete dataset that fails when truncated

Let \(e_1,e_2,\dots\) be a real orthonormal basis for one angular channel in the sphere, with \(e_1\) going smoothly to zero at the boundary. Choose

\[
\tilde\phi_1=e_1,\quad \phi_1=ae_1,\quad
\tilde\phi_2=\phi_2=te_1+e_2,\quad
\tilde\phi_k=\phi_k=e_k\;(k>2),
\]

with \(0<a<1\) and \(t>0\). These waves are chosen for the proof; they are not solutions for a particular atom. The dual projectors are

\[
p_1=e_1-te_2,\qquad p_2=e_2,\qquad p_k=e_k .
\]

For instance, \(\langle p_1|\tilde\phi_2\rangle=t-t=0\). The expansion is complete in the sphere:

\[
\sum_i|\tilde\phi_i\rangle\langle p_i|
=|e_1\rangle(\langle e_1|-t\langle e_2|)+(t|e_1\rangle+|e_2\rangle)\langle e_2|+\sum_{k>2}|e_k\rangle\langle e_k|=1 .
\]

The nonzero elements of \(q\) are \(q_{11}=a^2-1\) and \(q_{12}=q_{21}=at-t=-(1-a)t\). In the plane of \(e_1,e_2\), the full overlap is

\[
S_{\rm full}=\begin{pmatrix}a^2&a(1-a)t\\ a(1-a)t&1+(1-a)^2t^2\end{pmatrix}=T^\dagger T,
\qquad
T=\begin{pmatrix}a&(1-a)t\\0&1\end{pmatrix}.
\]

For example, the off-diagonal element is \(-tq_{11}+q_{12}=t(1-a^2)-t(1-a)=a(1-a)t\). The determinant of \(S_{\rm full}\) is \(a^2>0\), so it is positive definite.

Now keep only the first partial wave and its projector. \(T\) does not change, since the discarded waves have \(\phi_i=\tilde\phi_i\). But \(S\) loses \(q_{12}\). Along \(p_1\), whose squared norm is \(1+t^2\), its eigenvalue is

\[
1+(a^2-1)(1+t^2)=a^2-t^2(1-a^2).
\]

This is negative when \(t^2>a^2/(1-a^2)\). For \(a=0.5\) and \(t=1\) it is \(0.25-0.75=-0.50\), whereas the lowest eigenvalue of the full \(S\) in the plane is 0.191. Truncation has removed the cross term that kept the squared norm positive.

## What a failure requires

If \(q\ge0\), then \(\langle f|PqP^\dagger|f\rangle\ge0\) and \(S\ge1\). A failure needs a negative eigenvalue of \(q\): some combination of pseudo waves must have a larger norm in the sphere than its all-electron partner. For norm-conserving waves with \(q=0\), \(S=1\).

The projectors matter as well. Let the pseudo waves be linearly independent in the sphere, and split the projectors into a part in their span and a part \(P_\perp\) orthogonal to it. Duality fixes the first part:

\[
P=\tilde\Phi\tilde G^{-1}+P_\perp ,\qquad \tilde\Phi^\dagger P_\perp=0 .
\]

The cross terms vanish in the Gram matrix, so

\[
C=\tilde G^{-1}+P_\perp^\dagger P_\perp\ge\tilde G^{-1}.
\]

If \(P_\perp=0\), then \(C^{1/2}\tilde GC^{1/2}=1\) and

\[
1+K=1+C^{1/2}(G-\tilde G)C^{1/2}=C^{1/2}GC^{1/2}.
\]

This is positive definite for linearly independent \(\phi_i\). For a single sphere, a failure then requires projectors that reach outside the span of the pseudo waves. Overlapping spheres can fail without this. For two identical one-projector atoms with a real projector overlap \(C_{12}\), the matrix \(Cq\) has eigenvalues \(q(C_{11}\pm C_{12})\), and for \(q<0\) the lower one can fall below \(-1\) even when \(qC_{11}>-1\). If each projector is proportional to its pseudo wave, then \(C_{11}=1/\tilde G_{11}\) and failure needs \(|C_{12}|/C_{11}\ge G_{11}/(\tilde G_{11}-G_{11})\), which is possible only for \(\tilde G_{11}\ge2G_{11}\). This is a large overlap. For the partial wave of the radial example below the ratio is 0.42, reached only when the two centres are closer than about 1.65 bohr with spheres of radius 2 bohr.

For one projector, write \(n=G_{11}\) and \(\tilde n=\tilde G_{11}\), and let \(f=p/\sqrt C\) be the normalized projector. Duality gives \(\langle f|\tilde\phi\rangle=1/\sqrt C\) for real functions. In the sphere \(Rf=f-\sqrt C\,\tilde\phi\), so

\[
\|Rf\|^2=1-2+C\tilde n=C\tilde n-1 .
\]

Consequently

\[
\langle f|S|f\rangle=1+C(n-\tilde n)=Cn-\|Rf\|^2 .
\]

Positivity is lost when the squared remainder of the projector reaches \(Cn\).

## A radial example

Consider an s channel in a constant potential of \(-10\) hartree, with a sphere radius \(r_c=2\) bohr and a reference energy of \(-0.5\) hartree. These are model parameters. With \(u(r)=rR(r)\), inner products are integrals of \(uv\) over \(r\). The all-electron wave is \(A\sin kr\), where

\[
k=\sqrt{2(-0.5+10)}=4.359\ \text{bohr}^{-1}.
\]

Unit norm in the sphere gives \(A=0.973\ \text{bohr}^{-1/2}\). At \(r_c\) the value is \(u_c=0.6319\ \text{bohr}^{-1/2}\) and the slope is \(u_c'=-3.2241\ \text{bohr}^{-3/2}\). The wave has two nodes inside the sphere, and the next node lies at 2.16 bohr, shortly beyond it. These settings are chosen to produce a failure and do not represent a particular atom. With the construction below and the other settings fixed, \(S\) is indefinite for reference energies between about \(-1.5\) and \(1.3\) hartree, and it is positive definite at \(r_c=1.8\) and \(2.3\) bohr.

The pseudo wave \(\alpha r+\beta r^3\) must match both numbers. Eliminating \(\alpha\) from \(\alpha r_c+\beta r_c^3=u_c\) and \(\alpha+3\beta r_c^2=u_c'\) gives

\[
\beta=\frac{r_cu_c'-u_c}{2r_c^3}=\frac{-6.4482-0.6319}{16}=-0.4425\ \text{bohr}^{-7/2},
\]

\[
\alpha=\frac{u_c}{r_c}-\beta r_c^2=0.3159+1.7700=2.086\ \text{bohr}^{-3/2}.
\]

To end with so steep a negative slope, the cubic first has to rise high. Its maximum is at \(\sqrt{\alpha/(3|\beta|)}\approx1.25\) bohr, where it reaches about \(1.74\ \text{bohr}^{-1/2}\), well above \(A\). Its squared norm in the sphere is \(\tilde n=3.369\), so

\[
q=1-3.369=-2.369 .
\]

The projector is proportional to the pseudo wave times \([\sin(\pi r/r_c)/(\pi r/r_c)]^2\), scaled to satisfy duality. It has \(C=0.4901\), and hence

\[
\lambda=Cq=0.4901\times(-2.369)=-1.161,\qquad 1+\lambda=-0.161 .
\]

Direct diagonalization of \(S\) on a radial grid gives the same lowest eigenvalue. Positivity is lost at the fraction \(s_c=1/1.161=0.861\) of the full \(q\).

For the normalized projector, \(\|Rf\|^2=0.4901\times3.369-1=0.651\), and \(Cn-\|Rf\|^2=0.490-0.651=-0.161\), as derived above. The transformed function nevertheless has \(\|Tf\|^2=1.151\). The lowest eigenvalue of \(T^\dagger T\) is \(4.3\times10^{-4}\): positive, but small. The operator \(T=1+|\phi-\tilde\phi\rangle\langle p|\) leaves functions orthogonal to \(p\) unchanged and multiplies \(\phi-\tilde\phi\) by \(1+\langle p|\phi-\tilde\phi\rangle=\langle p|\phi\rangle\). Hence \(\det T=\langle p|\phi\rangle=0.030\), and the smallest singular value of \(T\) is \(\sqrt{4.3\times10^{-4}}=0.021\). This \(T\) is close to having a null vector.

A projector proportional to the pseudo wave itself has the smallest value duality permits, \(C=1/\tilde n=0.297\). The lowest eigenvalue of \(S\) is then \(n/\tilde n=0.297\), with the same partial waves and the same negative \(q\).

Adding a second wave at 1 hartree, with both projectors rebuilt to satisfy duality, gives \(\lambda=-0.786\) and \(5.33\). The lowest eigenvalue of \(S\) is now \(1-0.786=0.214\), so positivity is restored in this model. The lowest eigenvalue of \(T^\dagger T\) is \(5.5\times10^{-4}\), so the two operators still differ. A positive definite \(S\) provides a usable metric; it does not show that the partial-wave expansion is complete. The numerical check checks the criterion, the operator identity and these cases numerically.

## Computed values

```
Random cases: positive definite S = 170
Random cases: not positive definite S = 130
Plane example: a = 0.50, t = 1.00 (dimensionless)
Plane: lowest eigenvalue, complete S = 0.190983 (dimensionless)
Plane: lowest eigenvalue, truncated S = -0.500000 (dimensionless)
Potential in radial model = -10.00 hartree
Sphere radius = 2.00 bohr
First reference energy = -0.50 hartree
Second reference energy = 1.00 hartree
First wave number = 4.358899 bohr^-1
First node beyond sphere = 2.162192 bohr
All-electron amplitude = 0.972824 bohr^-1/2
Matching value = 0.631889 bohr^-1/2
Matching slope = -3.224123 bohr^-3/2
Pseudo linear coefficient = 2.085978 bohr^-3/2
Pseudo cubic coefficient = -0.442508 bohr^-7/2
One wave: all-electron sphere norm n = 1.000000 (dimensionless)
One wave: pseudo sphere norm = 3.368868 (dimensionless)
One wave: q = -2.368868 (dimensionless)
One wave: C = 0.490102 (dimensionless)
One wave: eigenvalue of C^(1/2) q C^(1/2) = -1.160987 (dimensionless)
One wave: lowest S eigenvalue on grid = -0.160987 (dimensionless)
One wave: lowest T^dagger T eigenvalue = 0.000428 (dimensionless)
One wave: det T = 0.030329 (dimensionless)
Negative direction: <f|S|f> = -0.160987 (dimensionless)
Negative direction: ||T f||^2 = 1.150806 (dimensionless)
Negative direction: sphere norm ||R f|| = 0.806901 (dimensionless)
Critical fraction of q = 0.861336 (dimensionless)
Span projector: C = 0.296836 (dimensionless)
Span projector: lowest S eigenvalue = 0.296836 (dimensionless)
Two waves: reduced eigenvalue 1 = -0.785959 (dimensionless)
Two waves: reduced eigenvalue 2 = 5.325671 (dimensionless)
Two waves: lowest S eigenvalue = 0.214041 (dimensionless)
Two waves: lowest T^dagger T eigenvalue = 0.000553 (dimensionless)
```
